# Why Truncated Bands Make the Velocity and Length Gauges Inequivalent: a numerical check

```python
"""
Result under test: for a filled band, keeping only M bands at fixed k in
    H = E_n(k) + A p_mn + A^2/2,   current = -(p + A),
gives the polarizability per cell
    alpha_vel(w) = alpha_M(w) - N delta_M / w^2,
    delta_M = 1 - < sum_{c<=M} 2 |p_cv|^2 / w_cv >   (zone average),
whereas the length gauge in the same M bands gives the finite alpha_M(w).
Symbols: A vector potential (field = -dA/dt, electron charge -1),
p_cv momentum matrix element, w_cv transition energy, N electrons per cell.
Model: V(x) = V0 cos(2 pi x / a), lowest band filled. Hartree atomic units.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

a = 6.0
V0 = 0.4
N = 2
G = 2 * np.pi / a
waves = G * np.arange(-5, 6)
n_pw = len(waves)
potential = 0.5 * V0 * (np.eye(n_pw, k=1) + np.eye(n_pw, k=-1))


def zone(n):
    return G * ((np.arange(n) + 0.5) / n - 0.5)


def solve(k):
    """Band energies and plane-wave coefficients for an array of k."""
    kinetic = 0.5 * (k[:, None] + waves) ** 2
    return np.linalg.eigh(kinetic[:, :, None] * np.eye(n_pw) + potential)


def momentum(k, U):
    return np.swapaxes(U, 1, 2) @ ((k[:, None] + waves)[:, :, None] * U)


class Bands:
    """Transition energies and squared momenta from the filled band."""
    def __init__(self, n):
        self.k = zone(n)
        self.E, self.U = solve(self.k)
        self.p = momentum(self.k, self.U)
        self.w = self.E[:, 1:] - self.E[:, :1]
        self.p2 = self.p[:, 1:, 0] ** 2

    def delta(self, M):
        s = 2 * self.p2[:, :M - 1] / self.w[:, :M - 1]
        return 1 - s.sum(axis=1).mean()

    def alpha_length(self, M, freq):
        w, p2 = self.w[:, :M - 1], self.p2[:, :M - 1]
        return N * (2 * p2 / (w * (w**2 - freq**2))).sum(axis=1).mean()

    def alpha_velocity(self, M, freq):
        w, p2 = self.w[:, :M - 1], self.p2[:, :M - 1]
        s = (2 * w * p2 / (w**2 - freq**2)).sum(axis=1).mean()
        return -N * (1 - s) / freq**2


fine = Bands(512)
coarse = Bands(32)
k, E0, U0, p0 = coarse.k, coarse.E, coarse.U, coarse.p

# --- effective-mass sum rule, against finite differences of the band energy
h = 1e-3
curvature = (solve(k + h)[0][:, 0] + solve(k - h)[0][:, 0] - 2 * E0[:, 0]) / h**2
kp_mass = 1 - (2 * coarse.p2 / coarse.w).sum(axis=1)
assert np.max(np.abs(curvature - kp_mass)) < 1e-4
assert abs(curvature.mean()) < 1e-6
assert abs(fine.delta(n_pw)) < 1e-8
assert abs(fine.delta(2) - coarse.delta(2)) < 1e-4

# --- weight of the true state in constant A that leaves the retained space
M = 2
A_s = 2e-3
shifted = solve(k + A_s)[1][:, :, 0]
overlap = np.einsum('kgm,kg->km', U0[:, :, :M], shifted)
lost = (1 - (overlap**2).sum(axis=1)).mean() / A_s**2
lost_formula = (coarse.p2 / coarse.w**2)[:, M - 1:].sum(axis=1).mean()
assert abs(lost / lost_formula - 1) < 0.01


# --- energy of the filled band in constant A, truncated and complete
def static_energy(A, m):
    ham = E0[:, :m, None] * np.eye(m) + A * p0[:, :m, :m]
    return np.linalg.eigvalsh(ham)[:, 0].mean() + 0.5 * A**2


stiffness = {}
for m in (1, 2, 3):
    stiffness[m] = (static_energy(A_s, m) + static_energy(-A_s, m)
                    - 2 * static_energy(0.0, m)) / A_s**2
    assert abs(stiffness[m] - coarse.delta(m)) < 2e-4
assert abs(solve(k + 0.05)[0][:, 0].mean() - E0[:, 0].mean()) < 1e-8


# --- consistent diamagnetic term from the transported truncated Hamiltonian
def transported(A):
    E, U = solve(k + A)
    X, _, Y = np.linalg.svd(np.swapaxes(U0[:, :, :M], 1, 2) @ U[:, :, :M])
    W = X @ Y
    return np.einsum('km,km->k', W[:, 0, :] ** 2, E[:, :M]), E[:, 0]


h = 5e-4
up, e_up = transported(h)
down, e_down = transported(-h)
dia = (up + down - 2 * E0[:, 0]) / h**2
bend = (e_up + e_down - 2 * E0[:, 0]) / h**2
dia_formula = bend + (2 * coarse.p2 / coarse.w)[:, :M - 1].sum(axis=1)
assert np.max(np.abs(dia - dia_formula)) < 1e-3
assert abs(dia.mean() - (1 - coarse.delta(M))) < 1e-3


# --- real-time propagation in three descriptions
def propagate(A_mid, dt):
    """Mean electron velocity at step midpoints: complete basis,
    M-band length gauge, M-band velocity gauge with bare A^2."""
    full = U0[:, :, 0].astype(complex)
    length = np.zeros((len(k), M), complex)
    length[:, 0] = 1
    velocity = length.copy()
    old = U0[:, :, :M]
    pM = p0[:, :M, :M]
    diagonal = E0[:, :M, None] * np.eye(M)
    out = np.empty((3, len(A_mid)))
    for i, A in enumerate(A_mid):
        kinetic_p = k[:, None] + A + waves
        E, U = solve(k + A)
        half = np.exp(-0.5j * dt * E)
        c = half * np.einsum('kgn,kg->kn', U, full)
        g = np.einsum('kgn,kn->kg', U, c)
        out[0, i] = (kinetic_p * np.abs(g)**2).sum(axis=1).mean()
        full = np.einsum('kgn,kn->kg', U, half * c)
        # length gauge: parallel transport inside the retained bands
        new = U[:, :, :M]
        X, _, Y = np.linalg.svd(np.swapaxes(new, 1, 2) @ old)
        length = half[:, :M] * np.einsum('kmn,kn->km', X @ Y, length)
        g = np.einsum('kgm,km->kg', new, length)
        out[1, i] = (kinetic_p * np.abs(g)**2).sum(axis=1).mean()
        length = half[:, :M] * length
        old = new
        # velocity gauge: retained bands at fixed k, bare A^2
        e, Z = np.linalg.eigh(diagonal + A * pM)
        ph = np.exp(-0.5j * dt * (e + 0.5 * A**2))
        d = ph * np.einsum('kmn,km->kn', Z, velocity)
        s = np.einsum('kmn,kn->km', Z, d)
        out[2, i] = np.einsum('km,kmn,kn->k', s.conj(), pM, s).real.mean() + A
        velocity = np.einsum('kmn,kn->km', Z, ph * d)
    return out


A0 = 2e-3
w_ac = 0.05
steps = 500
period = 2 * np.pi / w_ac
dt = period / steps
t = (np.arange(3 * steps) + 0.5) * dt
envelope = np.where(t < 2 * period, np.sin(np.pi * t / (4 * period))**2, 1.0)
v_ac = propagate(A0 * envelope * np.sin(w_ac * t), dt)[:, 2 * steps:]
in_phase = 2 * (v_ac * np.sin(w_ac * t[2 * steps:])).mean(axis=1) / A0
alpha_time = -N * in_phase / w_ac**2
alpha_form = np.array([coarse.alpha_length(n_pw, w_ac),
                       coarse.alpha_length(M, w_ac),
                       coarse.alpha_velocity(M, w_ac)])
assert np.all(np.abs(alpha_time / alpha_form - 1) < 0.01), (alpha_time, alpha_form)

T_pulse, T_hold, dt_p = 200.0, 60.0, 0.25
t = np.arange(0.5 * dt_p, T_pulse + T_hold, dt_p)
x = np.minimum(t / T_pulse, 1.0)
v_pulse = propagate(A0 * (x - np.sin(2 * np.pi * x) / (2 * np.pi)), dt_p)
v_after = v_pulse[:, t > T_pulse].mean(axis=1) / A0
assert abs(v_after[0]) < 1e-3 and abs(v_after[1]) < 1e-3, v_after
assert abs(v_after[2] / coarse.delta(M) - 1) < 0.02, v_after

# --- numbers for the worked example
hartree_eV = constants.physical_constants['Hartree energy in eV'][0]
ampere = constants.physical_constants['atomic unit of current'][0]
edge = solve(np.array([G / 2]))[0][0]
centre = solve(np.array([0.0]))[0][0]
gap = edge[1] - edge[0]
print(f"lattice constant a = {a:.1f} bohr, V0 = {V0:.1f} hartree, N = {N}")
print(f"gap band 1-2 at zone edge = {gap:.4f} hartree = {gap*hartree_eV:.2f} eV")
print(f"gap band 2-3 at zone centre = {centre[2]-centre[1]:.4f} hartree")
print(f"sum rule, all {n_pw} bands: 1 - sum = {fine.delta(n_pw):.1e}")
print("M, delta_M, static alpha_M in length gauge (bohr^3):")
for m in range(1, 6):
    print(f"  {m}  {fine.delta(m):.3e}  {fine.alpha_length(m, 0.0):.4f}")
print(f"static alpha, all bands = {fine.alpha_length(n_pw, 0.0):.4f} bohr^3")
print("frequency where alpha_vel changes sign (hartree), and estimate")
print("sqrt(N delta_M / alpha_M(0)):")
for m in (2, 3, 4):
    root = brentq(lambda f: f**2 * fine.alpha_velocity(m, f), 1e-7, 0.9 * gap)
    guess = np.sqrt(N * fine.delta(m) / fine.alpha_length(m, 0.0))
    assert fine.delta(m) > 0
    print(f"  M={m}: {root:.5f}  {guess:.5f}")
print("alpha(w) in bohr^3: w (hartree), all bands, length M=2, velocity M=2")
for f in (0.01, 0.02, 0.05, 0.10, 0.20):
    print(f"  {f:.2f}  {fine.alpha_length(n_pw, f):.4f}  "
          f"{fine.alpha_length(2, f):.4f}  {fine.alpha_velocity(2, f):.3f}")
print(f"real time, w = {w_ac} hartree, alpha (bohr^3):")
for name, val in zip(("all bands", "length M=2", "velocity M=2"), alpha_time):
    print(f"  {name}: {val:.3f}")
print(f"pulse of {T_pulse:.0f} a.u. leaving A0 = {A0} a.u.; mean velocity / A0 after it:")
for name, val in zip(("all bands", "length M=2", "velocity M=2"), v_after):
    print(f"  {name}: {val:.5f}")
current = -N * v_after[2] * A0 / a
print(f"spurious current = {current:.3e} a.u. = {current*ampere*1e9:.1f} nA")
print(f"static energy curvature in A, M=2: {stiffness[2]:.5f}")
print(f"consistent diamagnetic weight, M=2: {dia.mean():.5f}")
print(f"lost weight / A^2, M=2: {lost:.4f} (formula {lost_formula:.4f}) bohr^2")
print("all good")
```

Output:

```
lattice constant a = 6.0 bohr, V0 = 0.4 hartree, N = 2
gap band 1-2 at zone edge = 0.3873 hartree = 10.54 eV
gap band 2-3 at zone centre = 0.1219 hartree
sum rule, all 11 bands: 1 - sum = 4.1e-13
M, delta_M, static alpha_M in length gauge (bohr^3):
  1  1.000e+00  0.0000
  2  3.845e-02  9.6460
  3  3.195e-03  9.7261
  4  5.516e-05  9.7289
  5  8.711e-07  9.7289
static alpha, all bands = 9.7289 bohr^3
frequency where alpha_vel changes sign (hartree), and estimate
sqrt(N delta_M / alpha_M(0)):
  M=2: 0.08741  0.08928
  M=3: 0.02559  0.02563
  M=4: 0.00337  0.00337
alpha(w) in bohr^3: w (hartree), all bands, length M=2, velocity M=2
  0.01  9.7341  9.6513  -759.306
  0.02  9.7499  9.6670  -182.572
  0.05  9.8616  9.7785  -20.980
  0.10  10.2838  10.1999  2.510
  0.20  12.4470  12.3600  10.438
real time, w = 0.05 hartree, alpha (bohr^3):
  all bands: 9.856
  length M=2: 9.773
  velocity M=2: -20.986
pulse of 200 a.u. leaving A0 = 0.002 a.u.; mean velocity / A0 after it:
  all bands: 0.00000
  length M=2: 0.00000
  velocity M=2: 0.03845
spurious current = -2.564e-05 a.u. = -169.8 nA
static energy curvature in A, M=2: 0.03845
consistent diamagnetic weight, M=2: 0.96155
lost weight / A^2, M=2: 0.0197 (formula 0.0197) bohr^2
all good
```
